# Microwave transmission of a free-standing thin conducting sheet

## Problem

A plane microwave falls at normal incidence on a flat conducting film with vacuum on both sides. The film is laterally unbounded, non-magnetic and ohmic, with conductivity \(\sigma\), thickness \(d\) and sheet resistance \(R_s=1/(\sigma d)\).

(a) Treat the film as electrically thin. Find the transmitted, reflected and absorbed fractions of the incident power, and show that a sheet of 10 ohms per square transmits only about 0.25 percent.

(b) Decide whether the small transmission is due to decay of the wave inside the film.

(c) Find the condition under which a film of finite thickness may be treated as a sheet. Apply it at 10 GHz to an oxide film with \(d=150\) nm, \(R_s=10\) ohms per square, carrier density \(n_c=10^{21}\ \mathrm{cm^{-3}}\), effective mass \(0.35\) electron masses and background relative permittivity \(\varepsilon=9\).

(d) Find how the transmission changes when the film lies on a lossless substrate, and when the wave arrives obliquely.

## Solution

### Conventions

The data are in ohms, so SI units are used. Fields vary as \(e^{-i\omega t}\), the wave travels along \(+z\), \(E\) points along \(x\) and \(H\) along \(y\). The free-space wavenumber is \(k_0=\omega/c\), and \(Z_0=\mu_0c=1/(\varepsilon_0c)=376.73\) ohm is the impedance of free space. A wave travelling along \(+z\) in vacuum has \(H=E/Z_0\); one travelling along \(-z\) has \(H=-E/Z_0\).

The unit "ohm per square" arises because a square of side \(L\), with current flowing parallel to one side, has resistance \(L/(\sigma\,dL)=1/(\sigma d)\), whatever the value of \(L\).

### (a) The thin sheet

Inside the film, which occupies \(0<z<d\), Maxwell's curl equations are

\[
\frac{dE}{dz}=i\omega\mu_0H,\qquad
-\frac{dH}{dz}=(\sigma-i\omega\varepsilon_0\varepsilon)E .
\]

Integrate both across the film. The first gives \(E(d)-E(0)=i\omega\mu_0\int_0^d H\,dz\), which is negligible for a sufficiently thin film. The tangential electric field is then the same on both faces. In the second equation the displacement current, proportional to \(\varepsilon\), is neglected beside the conduction current. Since \(E\) is nearly uniform,

\[
H(0)-H(d)=\sigma d\,E=\frac{E}{R_s}.
\]

The right side is the current per unit width of the sheet. Part (c) establishes when these two approximations hold.

Let the incident electric field at the film have amplitude 1, the reflected field \(r\) and the transmitted field \(t\). Continuity of \(E\) gives

\[
1+r=t .
\]

The magnetic field in front is \((1-r)/Z_0\), because the reflected wave travels backwards; behind the film it is \(t/Z_0\). The jump condition, multiplied by \(Z_0\), becomes

\[
1-r=t+\frac{Z_0}{R_s}t=(1+2x)\,t,\qquad x\equiv\frac{Z_0}{2R_s}.
\]

Adding the two equations eliminates \(r\) and gives \(2=(2+2x)t\). Hence

\[
t=\frac{1}{1+x},\qquad r=t-1=-\frac{x}{1+x}.
\]

The power carried by each wave per unit area is \(|E|^2/(2Z_0)\). Both outer media are vacuum, so the power fractions are the squared amplitudes:

\[
T=\frac{1}{(1+x)^2},\qquad R=\frac{x^2}{(1+x)^2}.
\]

The absorbed fraction follows from the Joule heat \(|t|^2/(2R_s)\) per unit area, divided by the incident power \(1/(2Z_0)\):

\[
A=\frac{Z_0}{R_s}|t|^2=\frac{2x}{(1+x)^2}.
\]

The sum \(T+R+A=(1+x^2+2x)/(1+x)^2\) equals 1, as energy conservation requires.

For 10 ohms per square,

\[
x=\frac{376.73}{2\times10}=18.84,\qquad
T=\frac{1}{(19.84)^2}=0.00254 .
\]

The sheet transmits 0.254 percent of the incident power, or \(-25.95\) dB. It reflects 90.2 percent and absorbs 9.6 percent.

In Gaussian units \(Z_0\) is replaced by \(4\pi/c\), so \(x=2\pi/(cR_s)\). Ten ohms correspond to \(1.1127\times10^{-11}\) s/cm, which gives the same \(x=18.84\).

Three regimes show what \(x\) means.

- For \(x\ll1\), \(T\approx1-2x\) and \(A\approx2x\), while \(R\approx x^2\) is of second order. A weakly conducting sheet takes power from the wave mainly by absorption.
- The derivative \(dA/dx=2(1-x)/(1+x)^3\) vanishes at \(x=1\), where absorption reaches its maximum of one half and \(T=R=1/4\). This needs \(R_s=Z_0/2\), about 188 ohms per square.
- For \(x\gg1\), \(T\approx1/x^2=(2R_s/Z_0)^2\), and the sheet is mainly a reflector. The 10 ohm sheet is in this regime, although \(1/x^2\) still exceeds the full \(T\) by the factor \((1+1/x)^2\approx1.11\).

The sensitivity to sheet resistance follows from \(\ln T=-2\ln(1+x)\) and \(dx/x=-dR_s/R_s\):

\[
\frac{d\ln T}{d\ln R_s}=\frac{2x}{1+x}\approx1.9 .
\]

A rise from 10 to 11 ohms per square, whether from temperature or from process drift, therefore raises \(T\) noticeably. The full formula gives 0.304 percent.

### (b) Why so little passes

The transmitted wave can be viewed as the incident wave plus a wave radiated by the sheet current \(K=t/R_s\). The current radiates equally to both sides with electric amplitude \(E_r\). The magnetic fields of the two outgoing waves are \(-E_r/Z_0\) in front and \(+E_r/Z_0\) behind, so the jump condition reads \(-2E_r/Z_0=K\), or

\[
E_r=-\frac{Z_0K}{2}=-xt .
\]

Behind the sheet the total is \(t=1-xt\), which again gives \(t=1/(1+x)\). In front, the radiated wave is the reflected wave, \(r=-xt\). For 10 ohms per square \(r=-0.950\), so the electric field at the film is \(1-0.950=0.050\) of the incident amplitude. This small field continues as the transmitted wave, and its square is \(T\).

The electric field has thus already been reduced at the front face. The magnetic field behaves differently: its ratio between the front and back faces is \((1-r)/t=1+2x=38.67\). The current in the film supports this drop.

Decay inside the film is a separate matter. It is governed by the skin depth

\[
\delta=\sqrt{\frac{2\rho}{\omega\mu_0}},\qquad \rho=\frac1\sigma=R_sd .
\]

For the oxide film \(\rho=10\ \Omega\times150\ \mathrm{nm}=1.5\times10^{-4}\) ohm cm. At 10 GHz this gives \(\delta=6.16\) µm and \(d/\delta=0.0243\). A wave travelling once through that thickness of bulk material would keep the fraction \(e^{-2d/\delta}=0.952\) of its power. A loss of about 5 percent cannot account for a transmission of 0.25 percent. The cause is the sheet current, whose radiated field cancels about 95 percent of the incident field, at the front face as well as behind the film. In terms of power, 90.2 percent is reflected. The remaining 9.8 percent enters the film, and about 97 percent of it becomes Joule heat. The power flux, proportional to the product of \(E\) and \(H\), therefore does fall across the film, by the factor \(1+2x=38.67\). It falls through the drop in \(H\), while the electric field hardly changes. The bulk factor 0.952 does not describe this absorption, because it applies to a single travelling wave, whose ratio of \(H\) to \(E\) is fixed by the material, and not to the fields in this thin film.

### (c) When is the film electrically thin?

Now keep the thickness finite. With \(h=Z_0H\), the equations inside the film become

\[
\frac{dE}{dz}=ik_0h,\qquad
\frac{dh}{dz}=ik_0n^2E,\qquad
n^2=\varepsilon+\frac{i\sigma}{\varepsilon_0\omega}.
\]

Let \(t\) denote the transmitted field at the back face divided by the incident field at the front face. At the back face \(E=h=t\). With \(k=nk_0\), the solution having these values at \(z=d\) is

\[
E=t\left[\cos k(d-z)-\frac{i}{n}\sin k(d-z)\right],
\]
\[
h=t\left[\cos k(d-z)-in\sin k(d-z)\right].
\]

Differentiation confirms it. For example, \(dE/dz=t[k\sin k(d-z)+ik_0\cos k(d-z)]\), which equals \(ik_0h\) because \(k=nk_0\).

At the front face \(E=1+r\) and \(h=1-r\), so their sum is 2. Adding the two solutions at \(z=0\) and dividing by \(2t\) gives

\[
\frac1t=\cos kd-\frac i2\left(n+\frac1n\right)\sin kd .
\]

To reach the sheet limit, let \(\kappa=k_0d\) become small while \(R_s\), \(\omega\) and \(\varepsilon\) stay fixed. The conductivity then grows as \(1/d\), so \(n\) may not be held constant. The useful combination is

\[
n^2\kappa=\varepsilon\kappa+\frac{i\sigma d}{\varepsilon_0c}
=\varepsilon\kappa+\frac{iZ_0}{R_s}=\varepsilon\kappa+2ix .
\]

Multiplying by \(\kappa\) gives \(k^2d^2=\varepsilon\kappa^2+2ix\kappa\), which is \(2ix\kappa\) to first order. Therefore

\[
\cos kd=1-\tfrac12k^2d^2+\dots=1-ix\kappa+O(\kappa^2).
\]

For the second term use \(\sin kd=kd\,(1-k^2d^2/6+\dots)\) and \((n+1/n)kd=(n^2+1)\kappa\):

\[
-\frac i2(n^2+1)\kappa\left(1-\frac{k^2d^2}{6}\right)
=\left[x-\frac{i(\varepsilon+1)\kappa}{2}\right]\left(1-\frac{ix\kappa}{3}\right)+O(\kappa^2)
\]
\[
=x-\frac{i(\varepsilon+1)\kappa}{2}-\frac{ix^2\kappa}{3}+O(\kappa^2).
\]

The sum of the two parts is

\[
\frac1t=1+x-i\kappa\left[x+\frac{x^2}{3}+\frac{\varepsilon+1}{2}\right]+O(\kappa^2).
\]

The zeroth-order term is the sheet result. The first correction is imaginary, while \(1+x\) is real, so in \(|1/t|^2\) it enters through its square. The transmission therefore changes in order \(\kappa^2\); at that order the real \(\kappa^2\) terms of \(1/t\) contribute as well.

The correction has a direct physical reading. Since \(\omega\mu_0=k_0Z_0\),

\[
\left(\frac d\delta\right)^2=\frac{\omega\mu_0d}{2R_s}=x\kappa .
\]

When \(x\gg1\) and \(x^2\gg\varepsilon\), the largest correction is \(x^2\kappa/3\). It is smaller than the main term \(x\) by the factor \((d/\delta)^2/3\), so it is negligible when the film is thin compared with the skin depth. The term \((\varepsilon+1)\kappa/2\) contains the displacement current and must be small beside \(1+x\). The expansion of the sine and cosine also requires \(\sqrt{\varepsilon}\,\kappa\ll1\), so the film must be thin compared with the wavelength in its background dielectric.

These conditions secure the transmission. The reflection of a weakly conducting film needs one more. Half the difference of the two field solutions at \(z=0\) gives

\[
r=\frac{it}{2}\left(n-\frac1n\right)\sin kd\approx t\left[-x+\frac{i(\varepsilon-1)\kappa}{2}+\frac{ix^2\kappa}{3}\right].
\]

The last term is small beside \(x\) when the film is thin compared with the skin depth. The sheet formula for \(R\) also requires \((\varepsilon-1)\kappa/2\ll x\). Otherwise the reflection from the dielectric background is not negligible.

For the oxide film at 10 GHz the free-space wavelength is 29.98 mm and \(\kappa=3.14\times10^{-5}\). The imaginary part of \(1/t\) is \(-4.47\times10^{-3}\), compared with a real part of 19.84. Solving the field equations numerically through the film, with a matrix exponential, gives a transmission that differs from the sheet value by a relative \(-1.6\times10^{-8}\). With the same film parameters the relative change is \(-1.6\times10^{-10}\) at 1 GHz and \(-1.6\times10^{-6}\) at 100 GHz, a factor of 100 per decade, as \(\kappa^2\) requires.

The electric field is also nearly uniform, as part (a) assumed. The solution at \(z=0\) gives \(E(0)/E(d)=\cos kd-(i/n)\sin kd\approx1-i(1+x)\kappa\), which differs from 1 by an almost purely imaginary amount of absolute value \(6.2\times10^{-4}\). The field therefore changes across the film mainly by a small phase shift, and its magnitude changes far less.

A layer 1 mm thick with the same \(R_s\), \(\varepsilon\) and frequency shows the failure of the sheet limit. Its thickness is 1.99 skin depths by the good-conductor formula of part (b), or 1.94 decay lengths when \(\varepsilon\) is kept in \(n\), and the same numerical solution gives \(T=0.147\) percent instead of 0.254 percent. Sheet resistance alone no longer determines the transmission.

**Validity of Ohm's law.** The mobility is \(\mu=1/(n_ce\rho)=41.6\ \mathrm{cm^2/Vs}\), and the relaxation time \(\tau=m^*\mu/e\) is 8.3 fs, where \(m^*\) is the effective mass. Carrier inertia replaces \(\sigma\) by \(\sigma/(1-i\omega\tau)\). At 10 GHz \(\omega\tau=5.2\times10^{-4}\), and including this factor in the numerical solution changes \(T\) by a relative \(7\times10^{-8}\). The natural scale is \((\omega\tau)^2=2.7\times10^{-7}\), which is close to the change for a sheet of zero thickness; cross terms with the finite thickness partly cancel it here. The figure therefore depends on the inputs: masses of 0.30 and 0.40 give \(3\times10^{-8}\) and \(1.3\times10^{-7}\).

For a degenerate electron gas in an isotropic parabolic band, \(k_F=(3\pi^2n_c)^{1/3}\), and the mean free path is \(\hbar k_F\mu/e=8.5\) nm. This is much shorter than 150 nm, so the current at a point may be taken as fixed by the local field, except within about a mean free path of the surfaces. Fully diffuse surface scattering would lower the conductance of the film by about 2 percent relative to bulk material; since \(E\) is nearly uniform across the film, this is already contained in a measured \(R_s\).

### (d) Substrate and oblique incidence

**Substrate.** Let a lossless, non-magnetic plate of refractive index \(n_s\) and thickness \(D\) lie behind the film, with vacuum beyond it. Define \(\theta=n_sk_0D\). The field solution of part (c), applied to the plate, gives at the boundary between film and plate

\[
E_1=t\left(\cos\theta-\frac{i}{n_s}\sin\theta\right),\qquad
h_1=t\left(\cos\theta-in_s\sin\theta\right).
\]

Across the thin film \(E\) is continuous and \(h\) jumps by \(2xE_1\). In front, \(1+r=E_1\) and \(1-r=h_1+2xE_1\). Adding these equations gives \(2=(1+2x)E_1+h_1\), hence

\[
\frac1t=\frac12\left[(1+2x)\left(\cos\theta-\frac{i\sin\theta}{n_s}\right)+\cos\theta-in_s\sin\theta\right].
\]

For \(\theta=\pi\), a half-wave plate, \(|1/t|=1+x\) and the free-standing result returns. For \(\theta=\pi/2\), a quarter-wave plate,

\[
T=\frac{4}{\left[(1+2x)/n_s+n_s\right]^2}.
\]

Take glass of permittivity 6, so that \(n_s=2.45\). At 10 GHz a quarter-wave plate is 3.06 mm thick, and

\[
T=\frac{4}{(38.67/2.45+2.45)^2}\approx0.0120 .
\]

The transmission is 1.20 percent, almost five times the free-standing value. A 0.7 mm plate gives 0.282 percent, an increase of about 11 percent. On such a plate \(1/t\) is complex already in the sheet limit, so the film thickness enters \(T\) in first order in \(\kappa\); for the 0.7 mm plate the relative change is \(1.5\times10^{-5}\), still negligible. In both cases \(|E_1|<|t|\): the standing wave in the plate makes the field larger at the exit face than at the film.

**Oblique incidence.** Let \(\varphi\) be the angle from the normal, away from grazing incidence, with the sheet again free-standing. For s polarization, with \(E\) parallel to the sheet, the tangential magnetic field of each vacuum wave carries a factor \(\cos\varphi\). The jump condition becomes

\[
\cos\varphi\,(1-r)=\cos\varphi\,t+2xt .
\]

Division by \(\cos\varphi\) restores the earlier form with \(x\) replaced by \(x/\cos\varphi\). For p polarization, let the amplitudes denote tangential electric fields. The tangential magnetic field is then \(1/(Z_0\cos\varphi)\) times the tangential electric field, so

\[
\frac{1-r}{\cos\varphi}=\frac{t}{\cos\varphi}+2xt ,
\]

and \(x\) is replaced by \(x\cos\varphi\). At \(30^\circ\) the 10 ohm sheet transmits 0.193 percent in s polarization and 0.334 percent in p polarization.

### The model beside a real film

The chosen parameters lie in the rough range of good indium tin oxide, for which resistivities of one to a few \(10^{-4}\) ohm cm and mobilities of some tens of \(\mathrm{cm^2/Vs}\) are typical. The carrier density is towards the high end. An ordinary coated plate does not meet the free-standing assumption, since a film this thin normally rests on a substrate. For the glass plates above, taken as lossless, the substrate moves the calculated transmission from 0.254 to 0.282 or 1.20 percent, a far larger shift than those from finite thickness or carrier inertia.

A finite sheet also lets some of the wave pass around its edges. Suppose that a stray wave of 0.005 of the incident amplitude reaches the receiver in phase with the transmitted wave. Amplitudes add before squaring:

\[
(0.0504+0.005)^2=0.00307 .
\]

The apparent transmission becomes 0.307 percent, although the stray wave alone carries only 0.0025 percent of the incident power. A measurement of the 0.25 percent level therefore needs control of leakage in amplitude, as well as a known angle of incidence and a known substrate.
